Nonnegative Deconvolution of Sputter Depth Profiles and Its Resolution for Adjacent Layers

An ion beam erodes a film while a detector counts one element in the removed material. Two thin doped layers lie a few nanometres apart. The beam pushes atoms deeper before it removes them, and the crater floor roughens, so the record shows one broad hump with at most a shallow dip. Does the film contain two layers or one thick one, and down to which spacing can the data tell?

**The forward model**

Let z be the eroded depth, assumed calibrated, with constant erosion rate and sensitivity. An atom at depth s contributes g(z − s) to the signal at z. The response g is taken to be the same at all depths and concentrations: an exponential rise of length λu and an exponential fall of length λd, convolved with a Gaussian N of standard deviation σ. With

V(z) = ∫₀^∞ exp(−s/λd) N(z − s) ds
U(z) = ∫₋∞^0 exp(s/λu) N(z − s) ds

the response of unit area is g = (U + V)/(λu + λd). To evaluate V, complete the square in the exponent:

−s/λd − (z − s)²/(2σ²) = −(s − z + σ²/λd)²/(2σ²) − z/λd + σ²/(2λd²)

The last two terms do not depend on s, and the rest is a Gaussian integrated from zero upwards:

V = ½ exp(−z/λd + σ²/(2λd²)) erfc[(σ/λd − z/σ)/√2]

Reversing the signs of s and z turns U into the same integral with λu, so

U = ½ exp(z/λu + σ²/(2λu²)) erfc[(σ/λu + z/σ)/√2]

A layer of finite thickness needs the integral G of g from −∞ to z. Substituting t = z − s gives V = ∫₋∞^z exp(−(z−t)/λd) N(t) dt, whose derivative is V′ = N − V/λd. Likewise U′ = −N + U/λu. Integrating both relations, with Φ the integral of N up to z, gives ∫V = λd(Φ − V) and ∫U = λu(Φ + U). Hence

G = Φ + (λu U − λd V)/(λu + λd)

A cell from a to b with unit concentration produces the signal G(z − a) − G(z − b). These numbers, taken at the channel depths z_i, form the matrix R. With x_j the concentration in cell j, k the sensitivity and B a known background, the mean counts are

μ_i = B + k (Rx)_i

and the counts y_i are Poisson distributed about them.

The example uses round parameters: σ = 1 nm, λu = 0.5 nm, λd = 1.5 nm, 60 channels of h = 0.5 nm, B = 20 counts, and k = 2000 counts per 10²⁰ cm⁻³. The response is 3.41 nm wide at half maximum. Two layers, each 1 nm thick with 10 × 10²⁰ cm⁻³, are centred at 12.1 and 16.1 nm. Their edges do not coincide with cell edges, so the synthetic data are not made from the grid used to analyse them. Without noise the grid can still represent them to a misfit of 0.006, far below the noise level.

**Why direct inversion fails**

The obvious step is to solve kRx = y − B. In Fourier space, with the convention ∫ g(z) exp(−iqz) dz, the response is

ĝ(q) = exp(−σ²q²/2) / [(1 − iqλu)(1 + iqλd)]

Inversion divides the noise by this factor. The shortest wave the channels can carry has length 2h = 1 nm, so q = 2π nm⁻¹. There the exponent is −19.7 and the two denominators have moduli 3.3 and 9.5, which gives |ĝ| ≈ 10⁻¹⁰. Noise at this wavelength is amplified by a factor of the order of ten billion.

Two pieces of knowledge are missing from the inversion: concentrations are not negative, and data should be fitted no more closely than their noise permits. To use the second, divide each channel by its standard deviation √v_i:

A_ij = k R_ij/√v_i,  b_i = (y_i − B)/√v_i

The misfit is then ρ(x) = |Ax − b|². The variances must be estimated. A first fit uses v = y + 1, which stays finite at zero counts. Since this gives downward fluctuations too much weight, a second fit uses v = B + kRx from the first. Within each fit the weights are frozen, and the statements below refer to one such fit.

Nonnegativity alone is not enough. With almost no further restraint the example reaches its misfit floor of 45.0, but the roughness defined below is then 1584, against 175 in the solution finally adopted. Most of this roughness is not needed to fit the data within their noise.

**Adding a price for roughness**

Let L take second differences, with x = 0 just outside the grid, and let P(x) = |Lx|². For α > 0 define x_α as the minimum over x ≥ 0 of

J(x) = ρ(x) + αP(x) = xᵀHx − 2fᵀx + |b|²
H = AᵀA + αLᵀL,  f = Aᵀb

If Lx = 0, then x is linear in the cell index and vanishes at both ends, so x = 0. Therefore LᵀL and H are positive definite, J is strictly convex and grows without bound, and x_α exists and is unique.

How is the minimum recognised? Put w = f − Hx, which is minus half the gradient. Where x_j > 0, both directions are open and w_j must vanish. Where x_j = 0, only an increase is allowed, and it must not lower J, so w_j ≤ 0. These conditions are also sufficient, since for any y ≥ 0

J(y) − J(x) = (y − x)ᵀH(y − x) − 2wᵀ(y − x)

Here wᵀx = 0 and wᵀy ≤ 0, so the right side is not negative.

The conditions supply the algorithm. Keep a set of free cells and hold the others at zero.

1. Solve the linear equations for the free cells.
2. If some results are not positive, move from the old x towards the new one until the first cell reaches zero, fix that cell, and return to 1.
3. Otherwise accept the result and compute w. If no fixed cell has w_j > 0, stop. If some have, free the one with the largest w_j and return to 1.

Freeing cell j does increase it. Let d be the proposed change. On the free cells Hd = w, and there w is nonzero in cell j alone. Then dᵀHd = d_j w_j > 0, so d_j > 0. The other free cells start positive, so a step of nonzero length is possible and J falls. Each accepted result is the minimum for its free set, and J falls from one to the next, so no set recurs. There are finitely many sets, and in exact arithmetic the search ends. Any nonnegative x can serve as the start, so the solution at one α starts the search at the next.

**Choosing α from the noise**

Now α is arbitrary. To tie it to the noise, one must know how the misfit depends on it. Take α < β and write ρ_α for ρ(x_α), P_α for P(x_α). Each solution is best for its own parameter:

ρ_α + αP_α ≤ ρ_β + αP_β
ρ_β + βP_β ≤ ρ_α + βP_α

Adding the two and cancelling ρ_α + ρ_β gives (β − α)(P_β − P_α) ≤ 0, so roughness never rises with α. The first line then gives ρ_β − ρ_α ≥ α(P_α − P_β) ≥ 0, so misfit never falls.

The misfit is also continuous. Comparison with x = 0 gives αP_α ≤ |b|², so the solutions stay bounded as α approaches a positive value. Any limit point minimises the limiting J, and that minimum is unique. For α → ∞ the same bound forces x_α → 0 and ρ → |b|². For α → 0, comparison with a nonnegative least-squares solution x₀ gives ρ_α ≤ ρ(x₀) + αP(x₀), so ρ tends to the floor ρ(x₀). Every misfit δ² between the floor and |b|² is therefore reached, and a bracketed root search in ln α finds it.

The solution found has a definite meaning. Let ρ(x_α) = δ², and let x ≥ 0 be any profile with ρ(x) ≤ δ². Then

δ² + αP(x_α) ≤ ρ(x) + αP(x) ≤ δ² + αP(x)

so P(x_α) ≤ P(x). If the roughnesses are equal, x also minimises J and must be x_α. The discrepancy principle thus selects the smoothest nonnegative profile with misfit at most δ². As a test, two rival profiles with the same misfit were built by penalising concentration values and slopes instead of curvature. Their roughnesses are 184.5 and 175.8, against 174.8 for x_α, all in (10²⁰ cm⁻³)².

What should δ² be? For the true mean and true variances each term (y_i − μ_i)²/μ_i has mean 1, which suggests δ² = m, the number of channels. But the sum scatters. The fourth central moment of a Poisson variable is 3μ² + μ, so (y − μ)² has variance 2μ² + μ, and the whole sum has variance

Σ (2 + 1/μ_i) ≈ 2m

since μ_i is at least 20 here. For m = 60 the standard deviation is about 11. In an unlucky record even the floor lies above m, and the equation ρ = m has no solution. This happened in 11.7 % of 240 simulated records. I therefore use

δ² = m + 2√(2m) = 60 + 21.9 = 81.9

The floor exceeded this level in 0.4 % of the records, which is one of them. The price is more smoothing.

In the same records the true profile had a mean misfit of 58.9 with true variances, which agrees with 60 within about 1.6 sampling errors of 0.7. Estimated variances lowered it to 57.5. The mean floor was 48.0, because a fitted profile absorbs part of the noise.

**Reading the reconstruction**

For the two layers 4 nm apart, the misfit is 48.1 at α = 0.01 and 125.6 at α = 1, in units of (10²⁰ cm⁻³)⁻². The target is met between them, at α = 0.27.

The first layer appears in four cells with concentrations 1.01, 6.88, 8.33 and 3.72. Their sum times the cell width is

19.94 × 0.5 nm = 9.97 nm × 10²⁰ cm⁻³ = 9.97 × 10¹³ cm⁻²

against a true dose of 10. The second layer gives 9.85, and the total is 0.9 % below the true 20. The overall centroid is 14.11 nm, against a true 14.10 nm.

The shape is less faithful than the dose. The true layers, averaged over the cells, would read 8, 10 and 2. Their second differences are 8, −6, −10, 6 and 2, with squares summing to 240, or 480 for both layers. The reconstruction has 175, with lower maxima and wider feet. It is a deliberately smooth member of the set of acceptable profiles, and its peak concentrations should not be read as unbiased estimates.

The cells between the layers are zero. This is the value in the smoothest acceptable profile, not an upper bound on what the gap may contain. Without the sign condition, the same target gives a minimum of −0.94 × 10²⁰ cm⁻³ and still shows two peaks. In this record the constraint removes an impossible undershoot; it does not create the separation. For closer layers it can decide whether two peaks appear at all.

**When the response is wrong**

Suppose the true falling length is λ but the analysis uses λ′. The falling factor can be rewritten as

1/(1 + iqλ) = [1/(1 + iqλ′)] × [λ′/λ + (1 − λ′/λ)/(1 + iqλ)]

which is checked by bringing the second bracket over the denominator 1 + iqλ. Back in depth, the assumed response reproduces the data if the true profile x is replaced by

x′ = (λ′/λ) x + (1 − λ′/λ) E∗x

where E∗x is x convolved with exp(−z/λ)/λ for z > 0.

If λ′ < λ, both weights are positive. The error is absorbed by a false tail behind each layer, whose mean displacement λ carries the weight 1 − λ′/λ. The centroid therefore moves deeper by λ − λ′. With λ′ = 1.0 nm instead of 1.5 nm the predicted shift is 0.50 nm and the reconstruction gives 0.49 nm. The floor is 33.7, lower than the 45.0 of the correct response. Apart from grid and weights it could not be higher, since the narrower response can imitate everything the wider one produces. A good fit therefore does not prove that the response is right: it cannot exclude a falling length taken too short.

If λ′ > λ, the tail has negative weight. Just behind a sharp layer x vanishes while E∗x does not, so x′ would be negative there. With λ′ = 2.0 nm the floor is 1232, and the model is rejected. This protection depends on the sample: x′ stays nonnegative wherever x ≥ (1 − λ/λ′) E∗x, and a profile that falls slowly enough with depth to satisfy this everywhere hides the error. The response should be measured on a separate thin layer.

**How close may two layers be?**

One successful reconstruction does not establish a resolution. A rule is needed that does not know the truth. For each cell j, take the largest concentration at or before it and the largest at or after it. If both are at least half the global maximum, form

C_j = 1 − x_j / (smaller of the two maxima)

The contrast C is the largest C_j. It is zero for a profile with a single hump, and a profile counts as split if C ≥ 0.2.

The rule must also be tried on films without a gap, since deconvolution might split a single thick layer. Each pair is therefore matched by one uniform layer with the same outer edges and the same dose. The limit is defined as the smallest tested separation from which upwards at least 90 % of pairs and at most 10 % of controls are split. Separations are measured between layer centres, with 20 noisy records per case.

At 2.0 nm, 25 % of the pairs were split. At 2.5 nm and at every larger tested separation, all were. No control was split. The limit is thus 2.5 nm on this set of separations, for two layers of equal dose in an otherwise undoped film, while the blurred signal without noise reaches C = 0.2 at 3.94 nm. The 4 nm example lies just above that value, with a blurred contrast of 0.22. Twenty clean controls do not prove a zero false rate: a true rate of 14 % would give none in twenty with probability 0.86²⁰ ≈ 0.05.

The limit belongs to the dose as well as to the response. Each layer yields about kct/h = 2000 × 10 × 1/0.5 = 40,000 counts, where c is its concentration and t its thickness. The record holds 80,000 counts plus 1200 of background. At one tenth of the dose it holds 8000 + 1200. Every Fourier component of the signal falls by 10, while the noise falls by √(81,200/9200) ≈ 3.0, so the ratio of signal to noise drops by a factor of about 3.4. At 2.5 nm separation only 5 % of the pairs, one in twenty, were then split. The limit also leans on the sign condition, which acts only where the concentration is near zero. At 2.5 nm most pairs are not split without it, and the same pairs lying on a uniform doping of one fifth of the layer concentration are hardly ever split. Unequal layers can also fall short of the 90 % mark, and a layer that appears below half the height of its neighbour is never counted by the rule. The limit further assumes that the response is known exactly and that neither it nor the sensitivity changes with depth or composition. In real films both can change, and the resolution must then be tested again under those conditions. A resolution quoted for this method needs its counts, its response, its misfit target, its splitting rule, the ratio of the layer doses and the doping around the layers beside it. The numerical output below lists the profile and the separation study.

Calculated quantities

```
response: sigma 1.0 nm, rise 0.5 nm, fall 1.5 nm
response full width at half maximum: 3.41 nm
channels 60, step 0.5 nm, background 20 counts
sensitivity: 2000 counts per 1e20 cm^-3
layers: 1.0 nm thick, 10 x 1e20 cm^-3, centres 12.1 and 16.1 nm
target misfit: 81.91; sqrt(2m): 10.95
main: floor 45.01, misfit 81.91
main: alpha 0.2657 (1e20 cm^-3)^-2
grid misfit without noise: 0.0058
depth nm | counts | fitted counts | x in 1e20 cm^-3
 10.25    1122    1170.8    0.000
 10.75    1982    2022.8    0.000
 11.25    3167    3075.8    1.010
 11.75    4191    4096.3    6.880
 12.25    4889    4793.8    8.332
 12.75    5069    4993.6    3.723
 13.25    4722    4756.7    0.000
 13.75    4322    4349.4    0.000
 14.25    4003    4091.7    0.000
 14.75    4006    4187.8    0.000
 15.25    4684    4622.2    1.269
 15.75    5138    5165.9    6.391
 16.25    5541    5500.4    8.150
 16.75    5539    5400.8    3.882
 17.25    5041    4853.7    0.000
 17.75    4092    4026.5    0.000
alpha | misfit | roughness in (1e20 cm^-3)^2
 1.0e-04      45.01       1584
 1.0e-02      48.14      714.5
 1.0e+00     125.62      96.36
 1.0e+02    1068.58      6.419
 1.0e+04    3822.16     0.1605
roughness at target: 174.8 (1e20 cm^-3)^2
rivals, value and slope penalty: 184.5, 175.8
dose: true 20.00, found 19.82 x 1e13 cm^-2
centroid: true 14.10 nm, found 14.109 nm
maxima: 8.33 at 12.25 nm, 8.15 at 16.25 nm
contrast: blurred 0.217, deconvolved 1.000
no sign constraint: contrast 1.134, minimum -0.942 x 1e20 cm^-3
fall taken as 1.0 nm: floor 33.7, centroid shift 0.488 nm
fall taken as 2.0 nm: floor 1232.2
study: 240 profiles, 20 per case
mean misfit of truth: true variances 58.87, estimated 57.51; mean floor 48.04
floor above m: 11.7 %, above target: 0.4 %
separation nm | pairs split % | gap-free controls split %
  2.0       25        0
  2.5      100        0
  3.0      100        0
  3.5      100        0
  4.0      100        0
  5.0      100        0
blurred signal reaches contrast 0.2 at 3.94 nm
resolution limit of the deconvolution: 2.5 nm
pairs split there at one tenth of the dose: 5 %
```
